# When a Dielectric Makes Ferroelectric Negative Capacitance Stable

**Q:** A negative capacitance means that the voltage falls as charge is added. I would call that an instability. What system do you claim can sit there, and what is its energy?

**A:** Take two flat layers between ideal metal electrodes: a ferroelectric of thickness \(t_f\) and a linear dielectric of thickness \(t_d\). All fields and polarizations point along the normal and are uniform within each layer. No free charge sits at the interface between the layers.

I use atomic units, with \(e=1\) and \(4\pi\varepsilon_0=1\), so \(\varepsilon_0=1/(4\pi)\). The displacement is \(D=\varepsilon_0E\) plus the whole polarization. In the ferroelectric, one part of the polarization responds linearly to the field. I absorb it into a background permittivity \(e_b=\epsilon_b/(4\pi)\) and call the remaining, switchable part \(P\). The dielectric has \(e_d=\kappa/(4\pi)\). If the electrodes carry free charge \(\pm\sigma\) per area, continuity of \(D\) gives
\[
\sigma=e_bE_f+P=e_dE_d .
\]
The switchable part has a Landau energy density \(f(P)\). A linear medium stores \(e_bE_f^2/2\) or \(e_dE_d^2/2\) per volume. With \(E_f=(\sigma-P)/e_b\) and \(E_d=\sigma/e_d\), the energy per area is
\[
U(\sigma,P)=t_f\left[f(P)+\frac{(\sigma-P)^2}{2e_b}\right]+\frac{t_d\,\sigma^2}{2e_d}.
\]

**Q:** You have added up plausible terms. How do I know that the sum is the work done by the source?

**A:** Let \(P\) relax at fixed \(\sigma\). Stationarity requires
\[
\frac{\partial U}{\partial P}=t_f\left[f'(P)-\frac{\sigma-P}{e_b}\right]=0
\quad\Longrightarrow\quad E_f=f'(P),
\]
which is the Landau equation of state. Now change \(\sigma\) while \(P\) follows. The change of \(P\) contributes nothing, because \(\partial U/\partial P=0\). Hence
\[
\frac{dU}{d\sigma}=\frac{\partial U}{\partial\sigma}
=t_f\frac{\sigma-P}{e_b}+t_d\frac{\sigma}{e_d}
=t_fE_f+t_dE_d=V .
\]
Moving charge \(d\sigma\) through the voltage \(V\) costs \(V\,d\sigma\), so \(U\) is indeed the charging work. Integrating the voltage numerically along such a path reproduced the difference in \(U\).

**Q:** A real circuit holds the voltage, not the charge. Does your energy still decide stability?

**A:** With a source at voltage \(V\), the quantity to minimize is \(G=U-V\sigma\). The added term is linear, so \(G\) and \(U\) have the same second derivatives. If \(U\) is convex in \((\sigma,P)\), so is \(G\) at every voltage.

Convexity means that the energy at the midpoint of two states is never above the average of their energies. If it is strictly below for any two different states, \(G\) cannot have two minima: a minimum of a convex function is a global one, so both would have equal energy, and their midpoint would lie lower still. Strict convexity therefore rules out hysteresis between uniform states.

**Q:** Then show me the curvature, in both variables together.

**A:** The second derivatives are
\[
U_{PP}=t_f\left(f''+\frac1{e_b}\right),\qquad
U_{\sigma P}=-\frac{t_f}{e_b},\qquad
U_{\sigma\sigma}=\frac{t_f}{e_b}+\frac{t_d}{e_d}.
\]
Since \(U_{\sigma\sigma}>0\), I can complete the square in the second variation:
\[
\delta^2U=U_{\sigma\sigma}\left(\delta\sigma+\frac{U_{\sigma P}}{U_{\sigma\sigma}}\delta P\right)^2
+\frac{\Delta}{U_{\sigma\sigma}}\,\delta P^2,
\qquad \Delta=U_{PP}U_{\sigma\sigma}-U_{\sigma P}^2 .
\]
The first term can be made zero by choosing \(\delta\sigma\). Convexity is therefore equivalent to \(\Delta\ge0\) for every \(P\). Multiplying out,
\[
\Delta=t_f\left[f''\left(\frac{t_f}{e_b}+\frac{t_d}{e_d}\right)
+\frac{t_f}{e_b^2}+\frac{t_d}{e_be_d}\right]-\frac{t_f^2}{e_b^2}.
\]
The terms \(t_f^2/e_b^2\) cancel. Dividing the rest by \(U_{\sigma\sigma}\), and multiplying numerator and denominator of the last fraction by \(e_be_d\), gives
\[
\frac{\Delta}{U_{\sigma\sigma}}=t_f\,[f''(P)+K],\qquad
K=\frac{t_d}{t_fe_d+t_de_b}.
\]

**Q:** What is \(K\) physically? It appeared from algebra.

**A:** It measures the depolarizing field. Write the voltage in terms of \(E_f\) and \(P\):
\[
V=t_fE_f+\frac{t_d}{e_d}(e_bE_f+P)
\quad\Longrightarrow\quad
E_f=\frac{e_dV-t_dP}{t_fe_d+t_de_b}.
\]
At short circuit, \(V=0\) and \(E_f=-KP\). The field opposes the polarization like a spring of stiffness \(K\). Without the dielectric, \(K=0\): the electrodes screen \(P\) completely, and nothing opposes the Landau instability.

**Q:** So how thick must the dielectric be?

**A:** Let \(A=-\min f''(P)\), with \(A>0\) for a ferroelectric that has a negative-curvature region. We need \(K\ge A\). The denominator of \(K\) is positive, so
\[
t_d\ge A(t_fe_d+t_de_b)
\quad\Longleftrightarrow\quad
t_d(1-Ae_b)\ge A\,e_d\,t_f .
\]
If \(Ae_b<1\), I may divide by the positive bracket:
\[
\boxed{\;\frac{t_d}{t_f}\ \ge\ \frac{A\,e_d}{1-A\,e_b}\;}
\]
If \(Ae_b\ge1\), the left side is zero or negative while the right side is positive, so no thickness works. For the quartic energy
\[
f=\frac a2P^2+\frac b4P^4,\qquad a<0<b,
\]
the curvature \(f''=a+3bP^2\) is smallest at \(P=0\), and \(A=|a|\).

**Q:** Give me numbers, and say whether they belong to a material.

**A:** They are round model parameters and belong to no particular material: \(a=-4\) eV Å/\(e^2\), spontaneous polarization \(P_s=0.02\) \(e\)/Å\(^2\), \(\epsilon_b=4\), \(\kappa=10\) and \(t_f=50\) Å. The free ferroelectric has \(f'(P_s)=0\), so \(P_s^2=|a|/b\) and \(b=4/0.0004=10^4\) eV Å\(^5\)/\(e^4\).

The formulas keep their form in eV and Å once \(\varepsilon_0=0.0055263\) \(e^2\)/(eV Å) is used. Then \(e_b=0.022105\) and \(e_d=0.055263\) in the same unit, and \(|a|e_b=0.0884\). The critical ratio is
\[
\frac{t_d}{t_f}=\frac{4\times0.055263}{1-0.0884}=0.2425,
\]
so \(t_d=50\times0.2425=12.1\) Å, or 22.9 bohr. The numerical output also gives this thickness from second differences of the relaxed energy, without using the boxed formula; the two agree to the printed digits.

**Q:** You have shown that the total is convex. You have not shown that the ferroelectric capacitance is negative there.

**A:** Follow the ferroelectric alone along its equation of state. Its charge and voltage are
\[
\sigma=P+e_bf'(P),\qquad V_f=t_ff'(P).
\]
Differentiate both with respect to \(P\) and divide:
\[
\frac1{C_f}=\frac{dV_f}{d\sigma}=\frac{t_ff''}{1+e_bf''} .
\]
Capacitances here are differential and per area. Since \(f''\ge-A\), the denominator is at least \(1-Ae_b>0\). Thus \(1/C_f\) has the sign of \(f''\), and it is negative wherever the Landau curvature is negative.

The dielectric has \(1/C_d=t_d/e_d\). The layers carry the same \(\sigma\) and their voltages add, so
\[
\frac1C=\frac{t_ff''}{1+e_bf''}+\frac{t_d}{e_d}
=\frac{t_fe_df''+t_d(1+e_bf'')}{e_d(1+e_bf'')}
=\frac{(t_fe_d+t_de_b)(f''+K)}{e_d(1+e_bf'')} .
\]
The same factor \(f''+K\) has returned. For \(Ae_b<1\), the thickness condition says that the positive inverse capacitance of the dielectric is at least as large as the magnitude of the most negative inverse capacitance of the ferroelectric, so the sum is never negative.

Take \(t_d=16\) Å, above the critical value. At \(P=0\), in V Å\(^2\)/\(e\),
\[
\frac1{C_f}=\frac{50\times(-4)}{1-0.0884}=-219.4,\qquad
\frac1{C_d}=\frac{16}{0.055263}=289.5,
\]
and the sum is \(+70.1\). One part is negative and the total is positive.

**Q:** Something must pay for this. A component whose voltage opposes its own charge looks like a free source of energy.

**A:** The payment is stored at the start. At \(P=0\) the ferroelectric sits on top of its double well. As \(\sigma\) grows from zero, its energy changes by \(V_f\,d\sigma<0\): it moves downhill and releases Landau energy. The dielectric absorbs more than that, and the source supplies the difference. On discharge the ferroelectric is pushed back up the hill, so a closed reversible cycle yields nothing.

The voltage division shows the same thing. For a small applied voltage,
\[
\frac{dV_d}{dV}=\frac{C}{C_d}=\frac{289.5}{70.1}=4.13,\qquad
\frac{dV_f}{dV}=\frac{C}{C_f}=-\frac{219.4}{70.1}=-3.13 .
\]
They add to one. The dielectric receives more than the applied voltage, and the stack has 4.13 times the capacitance of the dielectric layer alone. Solving the field equations at a small voltage confirmed both fractions.

**Q:** How far can I charge the stack before this ends?

**A:** The negative range is \(f''=a+3bP^2<0\), or
\[
|P|<\sqrt{\frac{|a|}{3b}}=\frac{P_s}{\sqrt3}=0.01155\ e/\text{Å}^2 .
\]
At the positive edge, \(bP^2=|a|/3\), so the field is
\[
E_f=P(a+bP^2)=-\tfrac23|a|P=-\tfrac23\times4\times0.01155=-0.0308\ \text{V/Å}.
\]
The ferroelectric voltage is \(50\times(-0.0308)=-1.54\) V, its most negative value for positive charge. The electrode charge is \(0.01155-0.022105\times0.0308=0.01087\) \(e\)/Å\(^2\). With \(t_d=16\) Å the dielectric then carries \(289.5\times0.01087=3.15\) V, and the applied voltage is \(3.15-1.54=1.61\) V. Beyond it the differential capacitance of the ferroelectric is positive, and the stack has less differential capacitance than the dielectric alone. The ferroelectric voltage itself stays negative, and the dielectric voltage stays above the applied one, until \(P=P_s\). There \(E_f=0\), \(\sigma=P_s\) and \(V=289.5\times0.02=5.79\) V.

This is the end set by the model, not by a real insulator. The dielectric field there is \(3.15/16=0.197\) V/Å, or about 20 MV/cm. Many oxide dielectrics leak heavily or break down at 10 MV/cm or less, so a real layer may fail well before the negative range ends.

**Q:** What happens exactly at the critical thickness? A vanishing inverse capacitance sounds like a catastrophe.

**A:** Insert \(E_f=f'(P)\) in the earlier expression for \(E_f\) and move the term \(KP\) to the left:
\[
(a+K)P+bP^3=\frac{e_dV}{t_fe_d+t_de_b}.
\]
At the critical thickness \(a+K=0\), so \(P\propto V^{1/3}\). The slope at \(V=0\) is infinite, and so is the differential capacitance, but each voltage still has one state. The energy is even strictly convex: along any straight line in the \((\sigma,P)\) plane, the second derivative can vanish at most at the one point where \(P=0\). A line with constant \(P\) has the positive curvature \(U_{\sigma\sigma}\).

The large capacitance near this point is thus a small-voltage property. The cubic term limits it as soon as \(3bP^2\) is comparable with \(a+K\).

**Q:** And if I make the dielectric too thin, does the negative capacitance disappear?

**A:** The convexity disappears. Take \(t_d=8\) Å. At \(P=0\) the total inverse capacitance is \(-219.4+144.8=-74.6\) V Å\(^2\)/\(e\), so that state is unstable at fixed voltage. The stiffness is
\[
K=\frac{8}{50\times0.055263+8\times0.022105}=2.721\ \text{eV Å}/e^2 ,
\]
less than \(|a|=4\). At \(V=0\), the cubic equation has two nonzero solutions,
\[
P=\pm\sqrt{\frac{|a|-K}{b}}=\pm\sqrt{\frac{1.279}{10^4}}=\pm0.01131\ e/\text{Å}^2 .
\]
To get their energy, minimize \(U\) over \(\sigma\) at zero voltage. The remaining function of \(P\) is even, vanishes at \(P=0\) and has curvature \(t_f(f''+K)\), so it is \(t_f[f+KP^2/2]\). At the two solutions,
\[
t_f\left[\frac{a+K}{2}P^2+\frac b4P^4\right]
=-\frac{t_f(|a|-K)^2}{4b}
=-0.00204\ \text{eV/Å}^2 .
\]
Direct minimization over both variables found these two states. For \(t_d=16\) Å, the same search from either side returned to \(P=0\).

There is a twist in the numbers. The value 0.01131 is slightly below the edge 0.01155 of the negative range. At these minima
\[
f''=a+3(|a|-K)=2|a|-3K=8-8.163=-0.163\ \text{eV Å}/e^2 ,
\]
still negative, while \(f''+K=2(|a|-K)>0\). So each state is locally stable with a negative ferroelectric capacitance, although the total energy has two wells. Negative capacitance in a stable state does not by itself prove that the whole energy is convex.

**Q:** Then why not avoid the question with a very thick dielectric?

**A:** That helps only up to a limit. Rewrite
\[
K=\frac1{e_b+e_dt_f/t_d}<\frac1{e_b}.
\]
As \(t_d/t_f\to\infty\), \(K\) approaches \(1/e_b\), the stiffness at fixed electrode charge. If \(A>1/e_b\), then \(U_{PP}<0\) at the worst \(P\): the ferroelectric is unstable even with \(\sigma\) held fixed. At \(A=1/e_b\), \(U_{PP}=0\) there and \(\Delta=-t_f^2/e_b^2<0\), so convexity still fails.

Our model is far from this limit, with \(|a|e_b=0.0884\). In the opposite limit, \(Ae_b\ll1\), the condition becomes \(t_d/t_f\ge Ae_d\). Here that gives 0.221, which is 8.8% below the full value 0.2425. In both forms a larger \(\kappa\) demands a thicker layer, because a softer dielectric produces a weaker depolarizing field.

**Q:** You keep checking \(P=0\). Is the curvature at the origin always the right test?

**A:** No. It works for the quartic because its curvature is smallest there. Add a sixth-order term and let \(b<0<c\):
\[
f=\frac a2P^2+\frac b4P^4+\frac c6P^6,\qquad
f''=a+3bP^2+5cP^4 .
\]
This is a parabola in \(P^2\), with its minimum at \(P^2=-3b/(10c)\). Inserting that value,
\[
\min f''=a-\frac{9b^2}{10c}+\frac{9b^2}{20c}=a-\frac{9b^2}{20c},
\qquad A=-a+\frac{9b^2}{20c}.
\]
For \(a=-2\) eV Å/\(e^2\), \(b=-10^4\) eV Å\(^5\)/\(e^4\) and \(c=3\times10^7\) eV Å\(^9\)/\(e^6\), one finds \(A=2+1.5=3.5\) eV Å/\(e^2\). With the other parameters unchanged, convexity needs \(t_d=10.5\) Å, again confirmed from energy differences. The curvature at \(P=0\) alone would suggest 5.8 Å.

Between these thicknesses the unpolarized state is locally stable at zero voltage, but \(f''+K\) is negative at some larger \(P\). Along the equation of state,
\[
\frac{dV}{dP}=\frac{t_fe_d+t_de_b}{e_d}\,(f''+K),
\]
so \(V(P)\) turns back there and some voltages have several stationary states. A test at the origin would miss them.

**Q:** My last doubt is the word "uniform". Why should a real film respect it?

**A:** It need not. Let the ferroelectric carry a lateral pattern \(P=p\cos qx\) of small amplitude, uniform through its thickness, with \(qt_f\gg1\) and \(qt_d\gg1\). Assume an isotropic background and a gradient energy density \(g(\partial_xP)^2/2\) with \(g>0\). The bound charge at the metal is screened. At the interface \(z=0\) the potential is \(\phi_0\cos qx\,e^{-q|z|}\), and continuity of \(D\) gives \(q\phi_0(e_b+e_d)=p\). The field energy per area is half the average of charge times potential:
\[
\frac12\,p\phi_0\langle\cos^2qx\rangle=\frac{p^2}{4q(e_b+e_d)} .
\]
For the quartic model, adding the Landau and gradient terms to order \(p^2\) gives
\[
\delta U=\frac{t_fp^2}{4}\left[a+gq^2+\frac1{qt_f(e_b+e_d)}\right].
\]
The electrostatic term falls with \(q\), whereas \(K\) for a uniform state does not depend on \(q\). If \(g\) is small enough, the bracket is negative for some \(q\), and the film forms domains even when the boxed condition holds. This estimate is analytical and was not part of the numerical checks. It still sets a scale. The minimum of the bracket over \(q\) is \(a+3g^{1/3}[2t_f(e_b+e_d)]^{-2/3}\), which for our parameters is negative when \(g<142\) eV Å\(^3\)/\(e^2\), or about \(9\times10^{-10}\) J m\(^3\)/C\(^2\). At finite \(qt_f\) and \(qt_d\) the electrodes screen the pattern further and lower its field energy, so below this \(g\) the uniform \(P=0\) state of our example is unstable at any \(t_d\). The voltage gain of 4.13 and the behaviour at the critical thickness describe a film only if its gradient coefficient is large enough to suppress such patterns.

The interface charge matters too. If charge leaks through the dielectric until \(E_d=0\), the whole voltage falls on the ferroelectric. The depolarizing stiffness is then lost for changes of \(P\) slow enough for the interface charge to follow; for faster changes the charge is frozen and the stiffness is still \(K\). The thickness condition is thus necessary and sufficient for convexity among uniform states with an uncharged interface. For a real film it leaves domains and leakage to be excluded separately, and the finite screening length of real electrodes adds a series capacitance that shifts the threshold.

## Values computed for the example and the checks

```
INPUTS
Landau a = -4.0 eV angstrom/e^2
Landau b = 10000.0 eV angstrom^5/e^4
P_s = 0.020 e/angstrom^2
eps_b = 4.0, kappa = 10.0 (no unit)
t_f = 50.0 angstrom
CRITICAL THICKNESS
e_0 = 0.0055263 e^2/(eV angstrom)
e_b = 0.022105 e^2/(eV angstrom)
e_d = 0.055263 e^2/(eV angstrom)
|a| e_b = 0.08842 (no unit)
critical t_d/t_f = 0.24250 (no unit)
critical t_d, formula = 12.125 angstrom
critical t_d, formula = 22.913 bohr
critical t_d, from energies = 12.125 angstrom
THICK DIELECTRIC
t_d = 16.0 angstrom
depolarizing stiffness = 5.1334 eV angstrom/e^2
1/C_f at P=0 = -219.40 V angstrom^2/e
1/C_d = 289.52 V angstrom^2/e
1/C total at P=0 = 70.12 V angstrom^2/e
dielectric voltage fraction = 4.129 (no unit)
ferroelectric voltage fraction = -3.129 (no unit)
P at end of negative range = 0.01155 e/angstrom^2
sigma at end of range = 0.01087 e/angstrom^2
V_f at end of range = -1.540 V
applied V at end = 1.606 V
THIN DIELECTRIC
t_d = 8.0 angstrom
depolarizing stiffness = 2.7211 eV angstrom/e^2
1/C_d = 144.76 V angstrom^2/e
1/C total at P=0 = -74.64 V angstrom^2/e
short-circuit |P| = 0.01131 e/angstrom^2
short-circuit |sigma| = 0.01063 e/angstrom^2
energy relative to P=0 = -0.002045 eV/angstrom^2
SEXTIC MODEL
a = -2.0 eV angstrom/e^2
b = -10000.0 eV angstrom^5/e^4
c = 3.00e+07 eV angstrom^9/e^6
A = 3.500 eV angstrom/e^2
critical t_d, formula = 10.482 angstrom
critical t_d, from energies = 10.482 angstrom
t_d from P=0 curvature only = 5.782 angstrom
```
